# The Luttinger-Ward Functional from Closed Skeleton Diagrams: test program

```python
"""
Result under test: with Sigma_n[G] the sum of all distinct skeleton self-energy
diagrams of order n in the interaction v, the functional
    Phi[G] = sum_n Tr(Sigma_n G) / (2 n)
obeys dPhi/dG[y,x] = Sigma[x,y], order by order in v.

Symbols: weight exp(psibar M psi - S_int), M = inverse of the bare G0,
S_int = (1/2) sum v[x,y] n_x n_y with n_x = psibar_x psi_x,
G[x,y] = -<psi_x psibar_y>, Sigma = M - inverse(G).
A closed diagram is a permutation pi of 2n vertices: a line runs from vertex a
to vertex pi[a] and carries G[pi[a], a]; vertices 2k and 2k+1 are joined by v.
The Hubbard dimer uses the hopping t as the unit of energy.
"""
from itertools import combinations, permutations, product
from math import factorial
import numpy as np


# ---------- enumeration of closed skeleton diagrams ----------
def connected(n, edges):
    reached, grew = {0}, True
    while grew:
        grew = False
        for a, b in edges:
            if (a in reached) != (b in reached):
                reached |= {a, b}
                grew = True
    return len(reached) == n


def is_skeleton(pi):
    """True if no pair of cut lines disconnects the diagram."""
    size = len(pi)
    for cut in combinations(range(size), 2):
        edges = [(a // 2, pi[a] // 2) for a in range(size) if a not in cut]
        if not connected(size // 2, edges):
            return False
    return True


def loop_lengths(pi):
    left, lengths = set(range(len(pi))), []
    while left:
        a, length = min(left), 0
        while a in left:
            left.remove(a)
            a = pi[a]
            length += 1
        lengths.append(length)
    return sorted(lengths)


def relabelings(n):
    """Permute the interactions and exchange the two ends of each."""
    result = []
    for p in permutations(range(n)):
        for flip in product((0, 1), repeat=n):
            result.append([2 * p[a // 2] + ((a % 2) ^ flip[a // 2])
                           for a in range(2 * n)])
    return result


def closed_skeletons(n):
    """List of (pi, number of automorphisms, one root per class of lines)."""
    group, seen, found = relabelings(n), set(), []
    for pi in permutations(range(2 * n)):
        if pi in seen:
            continue
        automorphisms = []
        for h in group:
            image = [0] * (2 * n)
            for a in range(2 * n):
                image[h[a]] = h[pi[a]]
            image = tuple(image)
            seen.add(image)
            if image == pi:
                automorphisms.append(h)
        if is_skeleton(pi):
            roots = sorted({min(h[a] for h in automorphisms)
                            for a in range(2 * n)})
            found.append((pi, len(automorphisms), roots))
    return found


diagrams = {n: closed_skeletons(n) for n in (1, 2, 3, 4)}
print("order n | closed skeletons | self-energy skeletons | "
      "closed with inequivalent lines")
for n, family in diagrams.items():
    for pi, n_auto, roots in family:
        assert len(roots) * n_auto == 2 * n      # relabelings act freely
    n_sigma = sum(len(roots) for _, _, roots in family)
    n_unequal = sum(len(roots) > 1 for _, _, roots in family)
    assert (n_unequal == 0) == (n <= 2)
    print(f"  {n} | {len(family)} | {n_sigma} | {n_unequal}")
print("closed skeletons of order 3: loop lengths, automorphisms, line classes")
for pi, n_auto, roots in diagrams[3]:
    print(f"  {loop_lengths(pi)}, {n_auto}, {len(roots)}")


# ---------- values of the diagrams ----------
def sigma_diagram(pi, root, G, v):
    """Self-energy diagram left when the line starting at root is removed."""
    size = len(pi)
    operands = []
    for k in range(size // 2):
        operands += [v, [2 * k, 2 * k + 1]]
    for a in range(size):
        if a != root:
            operands += [G, [pi[a], a]]
    operands += [np.eye(len(G)), [pi[root], size]]
    sign = -(-1) ** (size // 2 + len(loop_lengths(pi)))
    return sign * np.einsum(*operands, [root, size])


def sigma_order(n, G, v):
    return sum(sigma_diagram(pi, r, G, v)
               for pi, _, roots in diagrams[n] for r in roots)


def phi_order(n, G, v):
    return np.trace(sigma_order(n, G, v) @ G) / (2 * n)


def phi_labelled(n, G, v):
    """Sum over all labelled skeletons, divided by the number of labelings."""
    total = 0.0
    for pi in permutations(range(2 * n)):
        if is_skeleton(pi):
            operands = []
            for k in range(n):
                operands += [v, [2 * k, 2 * k + 1]]
            for a in range(2 * n):
                operands += [G, [pi[a], a]]
            total += (-1) ** len(loop_lengths(pi)) * np.einsum(*operands, [])
    return -(-1) ** n * total / (2 ** n * factorial(n))


def derivative(functional, G):
    """Matrix D[x,y] = dF/dG[y,x] by the complex-step method."""
    size, step = len(G), 1e-20
    D = np.zeros((size, size))
    for x in range(size):
        for y in range(size):
            shifted = G.astype(complex)
            shifted[y, x] += 1j * step
            D[x, y] = functional(shifted).imag / step
    return D


rng = np.random.default_rng(7)
modes = 4
K = rng.uniform(-1, 1, (modes, modes))
M = np.eye(modes) + (K - K.T) / 2 + 0.4 * rng.uniform(-1, 1, (modes, modes))
v = rng.uniform(0.5, 1.5, (modes, modes))
v = (v + v.T) / 2
G_test = np.linalg.inv(M)

print("largest relative error of dPhi_n/dG against Sigma_n (four modes)")
for n in (1, 2, 3):
    assert np.isclose(phi_order(n, G_test, v), phi_labelled(n, G_test, v),
                      rtol=1e-10, atol=1e-12)
    S = sigma_order(n, G_test, v)
    D = derivative(lambda g: phi_order(n, g, v), G_test)
    error = np.abs(D - S).max() / np.abs(S).max()
    assert error < 1e-10
    print(f"  n = {n}: {error:.0e}")

# One rooting alone against the complete family of one closed diagram
pi, _, roots = next(d for d in diagrams[3] if loop_lengths(d[0]) == [2, 4])
print("third-order diagram with loops of 2 and 4 lines:")
for r in roots:
    S = sigma_diagram(pi, r, G_test, v)
    D = derivative(lambda g: np.trace(sigma_diagram(pi, r, g, v) @ g) / 6,
                   G_test)
    mismatch = np.linalg.norm(D - S) / np.linalg.norm(S)
    assert mismatch > 1e-3
    print(f"  one rooting alone, relative mismatch = {mismatch:.3f}")


def family_sum(g):
    return sum(sigma_diagram(pi, r, g, v) for r in roots)


S = family_sum(G_test)
D = derivative(lambda g: np.trace(family_sum(g) @ g) / 6, G_test)
mismatch = np.linalg.norm(D - S) / np.linalg.norm(S)
assert mismatch < 1e-10
print(f"  all rootings together, relative mismatch = {mismatch:.0e}")


# ---------- exact Grassmann integral ----------
def matching_sum(S, coupling):
    """Coefficient of prod_{i in S} n_i in exp(-S_int), using n_i^2 = 0."""
    if not S:
        return 1.0
    return sum(-coupling[S[0], j]
               * matching_sum([k for k in S[1:] if k != j], coupling)
               for j in S[1:])


def exact_solution(M, coupling):
    size = len(M)
    Z, S_int, G = 0.0, 0.0, np.zeros((size, size))
    for count in range(0, size + 1, 2):
        for S in combinations(range(size), count):
            T = [i for i in range(size) if i not in S]
            term = matching_sum(list(S), coupling)
            if T:
                block = M[np.ix_(T, T)]
                term *= np.linalg.det(block)
                G[np.ix_(T, T)] += term * np.linalg.inv(block)
            Z += term
            S_int -= count / 2 * term
    G /= Z
    return G, M - np.linalg.inv(G), S_int / Z


def remainder(scale, order):
    G, Sigma, S_int = exact_solution(M, scale * v)
    assert np.isclose(np.trace(Sigma @ G), 2 * S_int, rtol=1e-9)
    series = sum(sigma_order(n, G, scale * v) for n in range(1, order + 1))
    return np.linalg.norm(Sigma - series)


print("exact Sigma minus skeleton series: measured power of the coupling")
for order in (1, 2, 3):
    power = np.log2(remainder(0.02, order) / remainder(0.01, order))
    assert abs(power - (order + 1)) < 0.2
    print(f"  series kept through order {order}: power = {power:.3f}")

# Hubbard form of Phi_1 and Phi_2: index = (spin, point), v joins opposite spins
up, down = rng.uniform(-1, 1, (2, 2, 2))
G_spin = np.block([[up, np.zeros((2, 2))], [np.zeros((2, 2)), down]])
v_spin = 1.3 * np.kron([[0, 1], [1, 0]], np.eye(2))
assert np.isclose(phi_order(1, G_spin, v_spin),
                  1.3 * np.sum(np.diag(up) * np.diag(down)))
assert np.isclose(phi_order(2, G_spin, v_spin),
                  -0.5 * 1.3 ** 2 * np.sum(up * up.T * down * down.T))


# ---------- half-filled Hubbard dimer, exact diagonalization ----------
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
annihilate = []
for mode in range(4):            # order: site 1 up, site 2 up, 1 down, 2 down
    op = np.eye(1)
    for k in range(4):
        op = np.kron(op, parity if k < mode else
                     lower if k == mode else np.eye(2))
    annihilate.append(op)
number = [c.T @ c for c in annihilate]
double = number[0] @ number[2] + number[1] @ number[3]


def dimer(hop, U, beta):
    H = U * double - U / 2 * sum(number)
    for a, b in ((0, 1), (2, 3)):
        H = H - hop * (annihilate[a].T @ annihilate[b]
                       + annihilate[b].T @ annihilate[a])
    E, V = np.linalg.eigh(H)
    E = E - E.min()
    Z = np.exp(-beta * E).sum()
    X = np.array([V.T @ annihilate[i] @ V for i in (0, 1)])
    return E, V, Z, X


def green_tau(system, beta, tau):
    E, _, Z, X = system
    left = np.exp(-np.outer(beta - tau, E)) / Z
    right = np.exp(-np.outer(tau, E))
    pair = np.einsum('imn,jmn->ijmn', X, X)
    return -np.einsum('tm,tn,ijmn->tij', left, right, pair)


def time_grid(beta):
    x, w = np.polynomial.legendre.leggauss(60)
    return beta * (x + 1) / 2, beta * w / 2


def phi2_and_sigma2(G, G_rev, U, beta, w):
    """G at tau, G_rev at beta - tau; note G(-tau) = -G(beta - tau)."""
    back = G_rev.transpose(0, 2, 1)
    phi2 = -0.5 * U ** 2 * beta * np.einsum('t,tij->', w, (G * back) ** 2)
    return phi2, U ** 2 * G ** 2 * back


def analyse(hop, U, beta):
    system = dimer(hop, U, beta)
    E, V, Z, X = system
    boltz = np.exp(-beta * E) / Z
    tau, w = time_grid(beta)
    G, G_rev = (green_tau(system, beta, s) for s in (tau, beta - tau))
    phi2, sigma2_tau = phi2_and_sigma2(G, G_rev, U, beta, w)
    filling = [boltz @ np.diag(V.T @ number[i] @ V) for i in range(4)]
    phi1 = beta * U * (filling[0] * filling[2] + filling[1] * filling[3])
    energy = U * boltz @ np.diag(V.T @ double @ V)
    omega = np.pi / beta
    kernel = (boltz[:, None] + boltz) / (1j * omega + E[:, None] - E)
    G_iw = np.einsum('mn,imn,jmn->ij', kernel, X, X)
    h = -hop * np.array([[0, 1], [1, 0]])
    sigma = (1j * omega + U / 2) * np.eye(2) - h - np.linalg.inv(G_iw)
    correlation = sigma - U * np.diag(filling[2:])
    sigma2 = np.einsum('t,tij->ij', w * np.exp(1j * omega * tau), sigma2_tau)
    return dict(phi1=phi1, phi2=phi2, energy=energy, filling=filling[0],
                omega=omega, exact=correlation, second=sigma2)


hop, U, beta = 1.0, 1.0, 4.0
r = analyse(hop, U, beta)
first = r['phi1'] / beta
second = (r['phi1'] + 2 * r['phi2']) / beta
assert abs(second - r['energy']) < abs(first - r['energy'])

# Derivative of Phi_2 along a change of G caused by a change of the hopping
tau, w = time_grid(beta)
eps, sides = 1e-4, []
for shift in (eps, -eps):
    s = dimer(hop + shift, U, beta)
    sides.append((green_tau(s, beta, tau), green_tau(s, beta, beta - tau)))
slope = (phi2_and_sigma2(*sides[0], U, beta, w)[0]
         - phi2_and_sigma2(*sides[1], U, beta, w)[0]) / (2 * eps)
s = dimer(hop, U, beta)
_, sigma_tau = phi2_and_sigma2(green_tau(s, beta, tau),
                               green_tau(s, beta, beta - tau), U, beta, w)
dG_rev = (sides[0][1] - sides[1][1]) / (2 * eps)
trace = -2 * beta * np.einsum('t,tij,tji->', w, sigma_tau, dG_rev)
assert np.isclose(slope, trace, rtol=1e-6)

# Errors of the second-order results must scale as the fourth power of U
gap_energy, gap_sigma = [], []
for small_U in (0.1, 0.05):
    q = analyse(hop, small_U, beta)
    gap_energy.append(abs(q['energy'] - (q['phi1'] + 2 * q['phi2']) / beta))
    gap_sigma.append(np.linalg.norm(q['exact'] - q['second']))
power_energy = np.log2(gap_energy[0] / gap_energy[1])
power_sigma = np.log2(gap_sigma[0] / gap_sigma[1])
assert abs(power_energy - 4) < 0.2 and abs(power_sigma - 4) < 0.2

bond_exact, bond_second = r['exact'].sum() / 2, r['second'].sum() / 2
print("Hubbard dimer, energies in units of the hopping t")
print(f"  U = {U:.1f} t, beta = {beta:.1f} / t")
print(f"  filling per site and spin = {r['filling']:.4f}")
print(f"  Phi_1 = {r['phi1']:.6f} (dimensionless)")
print(f"  Phi_2 = {r['phi2']:.6f} (dimensionless)")
print(f"  interaction energy, Phi_1/beta = {first:.6f} t")
print(f"  interaction energy, (Phi_1 + 2 Phi_2)/beta = {second:.6f} t")
print(f"  interaction energy, exact = {r['energy']:.6f} t")
print(f"  dPhi_2/dt through G, finite difference = {slope:.6f} / t")
print(f"  Tr Sigma_2 dG/dt = {trace:.6f} / t")
print(f"  lowest Matsubara frequency = {r['omega']:.6f} t")
print("  bonding-orbital self-energy there, Hartree part removed:")
print(f"    exact:        {bond_exact.real:.6f} {bond_exact.imag:+.6f} i  t")
print(f"    second order: {bond_second.real:.6f} {bond_second.imag:+.6f} i  t")
print(f"  power of U in the energy error = {power_energy:.3f}")
print(f"  power of U in the self-energy error = {power_sigma:.3f}")
print("all tests passed")
```

Printed output:

```
order n | closed skeletons | self-energy skeletons | closed with inequivalent lines
  1 | 2 | 2 | 0
  2 | 2 | 2 | 0
  3 | 6 | 10 | 2
  4 | 20 | 82 | 16
closed skeletons of order 3: loop lengths, automorphisms, line classes
  [3, 3], 6, 1
  [6], 6, 1
  [2, 2, 2], 6, 1
  [2, 4], 2, 3
  [6], 2, 3
  [3, 3], 6, 1
largest relative error of dPhi_n/dG against Sigma_n (four modes)
  n = 1: 8e-17
  n = 2: 1e-16
  n = 3: 4e-16
third-order diagram with loops of 2 and 4 lines:
  one rooting alone, relative mismatch = 1.798
  one rooting alone, relative mismatch = 0.305
  one rooting alone, relative mismatch = 0.308
  all rootings together, relative mismatch = 3e-16
exact Sigma minus skeleton series: measured power of the coupling
  series kept through order 1: power = 2.081
  series kept through order 2: power = 3.131
  series kept through order 3: power = 4.172
Hubbard dimer, energies in units of the hopping t
  U = 1.0 t, beta = 4.0 / t
  filling per site and spin = 0.5000
  Phi_1 = 2.000000 (dimensionless)
  Phi_2 = -0.212385 (dimensionless)
  interaction energy, Phi_1/beta = 0.500000 t
  interaction energy, (Phi_1 + 2 Phi_2)/beta = 0.393808 t
  interaction energy, exact = 0.383258 t
  dPhi_2/dt through G, finite difference = 0.134701 / t
  Tr Sigma_2 dG/dt = 0.134701 / t
  lowest Matsubara frequency = 0.785398 t
  bonding-orbital self-energy there, Hartree part removed:
    exact:        -0.067429 -0.027327 i  t
    second order: -0.059200 -0.022090 i  t
  power of U in the energy error = 3.999
  power of U in the self-energy error = 4.000
all tests passed
```
